# Anomalous and spin Hall effects: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Fermi-surface form of the intrinsic anomalous Hall conductivity, two-band Weyl metal.
Tested: sign of the anomalous velocity (time evolution); Kubo Fermi-sea flux per slice versus
Wilson-loop phases of Fermi loops (mod 2 pi); unwrapped loops, surface integral of k_z Omega.v
and lattice Chern numbers versus the sea; sheet Chern numbers; cut window; Weyl-node jumps
and limit.  Coordinates x=kx a, y=ky a, z=kz c; kappa = K_z c; energies in eV."""
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.optimize import brentq
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants as pc, e, hbar

pi = np.pi
T, B, TZ, W, Z0 = 1.0, 1.0, 0.6, 0.2, 0.4 * pi
A_ANG, C_ANG = 2.95, 4.68
HA = pc["Hartree energy in eV"][0]
BOHR = pc["Bohr radius"][0] * 1e10
SIG_AU = e**2 / (hbar * BOHR * 1e-10) / 100   # S/cm
rng = np.random.default_rng(1)

def mass(z): return TZ * (np.cos(z) - np.cos(Z0))
def dvec(x, y, z): return T*np.sin(x), T*np.sin(y), mass(z) + B*(2 - np.cos(x) - np.cos(y))
def wrap(p): return (p + pi) % (2*pi) - pi

def mat(d0, d1, d2, d3):
    d0, d1, d2, d3 = np.broadcast_arrays(d0, d1, d2, d3)
    h = np.empty(d0.shape + (2, 2), complex)
    h[..., 0, 0], h[..., 1, 1] = d0 + d3, d0 - d3
    h[..., 0, 1], h[..., 1, 0] = d1 - 1j*d2, d1 + 1j*d2
    return h

def ham(x, y, z, w): return mat(w*np.sin(z), *dvec(x, y, z))
def dham(x, y, z, w):
    o = 0*(x + y + z)
    return [mat(o, T*np.cos(x), o, B*np.sin(x)), mat(o, o, T*np.cos(y), B*np.sin(y)),
            mat(o + w*np.cos(z), o, o, -TZ*np.sin(z))]

def bands(x, y, z, w):
    """Energies, velocities and sum-over-states curvature vector from diagonalization."""
    en, u = np.linalg.eigh(ham(x, y, z, w))
    V = [np.conj(np.swapaxes(u, -1, -2)) @ d @ u for d in dham(x, y, z, w)]
    g2 = (en[..., 1] - en[..., 0])**2
    vel = [np.real(np.diagonal(v, axis1=-2, axis2=-1)) for v in V]
    om = [np.stack([-2*np.imag(V[p][..., n, 1-n]*V[q][..., 1-n, n])/g2 for n in (0, 1)], -1)
          for p, q in ((1, 2), (2, 0), (0, 1))]
    return en, vel, om

def gl(n, lo, hi):
    s, wt = leggauss(n)
    return 0.5*(lo + hi) + 0.5*(hi - lo)*s, 0.5*(hi - lo)*wt

def r_fermi(th, z, w, mu):
    lo, hi = 0*th, 0*th + pi      # |d| is monotonic along rays: bisection
    for _ in range(55):
        mid = 0.5*(lo + hi)
        d = dvec(mid*np.cos(th), mid*np.sin(th), z)
        ins = np.sqrt(d[0]**2 + d[1]**2 + d[2]**2) < abs(mu - w*np.sin(z))
        lo, hi = np.where(ins, mid, lo), np.where(ins, hi, mid)
    return lo

sect = [gl(16, -pi/4 + j*pi/2, pi/4 + j*pi/2) for j in range(4)]
TH, WTH = np.concatenate([s[0] for s in sect]), np.concatenate([s[1] for s in sect])
RMAX = pi/np.maximum(abs(np.cos(TH)), abs(np.sin(TH)))

def sea_flux(z, w, mu, n_in=4):
    """Kubo flux of occupied states over the whole slice: (total, upper band only)."""
    rf, tot = r_fermi(TH, z, w, mu), np.zeros(2)
    for n, lo, hi in ((n_in, 0*rf, rf), (44, rf, RMAX)):
        r, wr = gl(n, lo[:, None], hi[:, None])
        en, _, om = bands(r*np.cos(TH)[:, None], r*np.sin(TH)[:, None], z, w)
        tot += np.sum((WTH[:, None]*wr*r)[..., None]*(en < mu)*om[2], axis=(0, 1))
    return tot.sum(), tot[1]

def loop_phase(z, w, mu, n=512):
    """Principal Berry phase of the Fermi loop, occupied side on the left, random gauge."""
    E = mu - w*np.sin(z)
    if abs(E) <= abs(mass(z)): return 0.0
    th = np.sign(E)*2*pi*np.arange(n)/n
    r = r_fermi(th, z, w, mu)
    u = np.linalg.eigh(ham(r*np.cos(th), r*np.sin(th), z, w))[1][:, :, int(E > 0)]
    u = u*np.exp(2j*pi*rng.random(n))[:, None]
    ph = lambda s: -np.angle(np.prod(np.sum(np.conj(s)*np.roll(s, -1, 0), 1)))
    fine, coarse = ph(u), ph(u[::2])
    return wrap(fine + wrap(fine - coarse)/3)     # Richardson in 1/n^2

def strip(z, w, mu, n=64):
    """Flux of Omega along v through the Fermi surface, per unit z."""
    th = 2*pi*np.arange(n)/n
    r, b = r_fermi(th, z, w, mu), int(mu - w*np.sin(z) > 0)
    _, v, om = bands(r*np.cos(th), r*np.sin(th), z, w)
    vr = v[0][:, b]*np.cos(th) + v[1][:, b]*np.sin(th)
    return 2*pi/n*np.sum(sum(v[i][:, b]*om[i][:, b] for i in range(3))*r/abs(vr))

def surf(lo, hi, w, mu, n=32):
    """(1/2pi) flux and (1/2pi) z-weighted flux between two planes."""
    z, wz = gl(n, lo, hi)
    s = np.array([strip(q, w, mu) for q in z])
    return wz @ s/(2*pi), wz @ (z*s)/(2*pi)

def chern(z, n=60):
    k = 2*pi*(np.arange(n) + 0.5)/n
    u = np.linalg.eigh(ham(k[:, None], k[None, :], z, 0.0))[1][..., 0]
    ux = np.sum(np.conj(u)*np.roll(u, -1, 0), -1)
    uy = np.sum(np.conj(u)*np.roll(u, -1, 1), -1)
    f = -np.angle(ux*np.roll(uy, -1, 0)*np.conj(np.roll(ux, -1, 1))*np.conj(uy))
    return int(round(f.sum()/(2*pi)))

def tips(w, mu):
    g = lambda z: abs(mu - w*np.sin(z)) - abs(mass(z))
    z = np.linspace(-pi, pi, 4001)
    i = np.where(g(z[:-1])*g(z[1:]) < 0)[0]
    return [brentq(g, z[j], z[j+1], xtol=1e-14) for j in i]

def chirality(z, h=1e-5):
    k = np.array([0, 0, z])
    J = [(np.array(dvec(*(k + h*s))) - np.array(dvec(*(k - h*s))))/(2*h) for s in np.eye(3)]
    return int(np.sign(np.linalg.det(J)))

c_au = C_ANG/BOHR
print(f"Hartree = {HA:.5f} eV, bohr = {BOHR:.6f} A, e^2/(hbar bohr) = {SIG_AU:.1f} S/cm")
print(f"t=b={T} eV={T/HA:.6f} Ha, tz={TZ} eV={TZ/HA:.6f} Ha, w={W} eV={W/HA:.6f} Ha")
print(f"a={A_ANG} A={A_ANG/BOHR:.4f} bohr, c={C_ANG} A={c_au:.4f} bohr")
print(f"G={2*pi/c_au:.6f} 1/bohr={2*pi/C_ANG:.6f} 1/A, e^2/(hc)={SIG_AU/(2*pi*c_au):.2f} S/cm")
print(f"z0={Z0:.6f}, k0={Z0/c_au:.6f} 1/bohr={Z0/C_ANG:.6f} 1/A")
print(f"node energies at -+z0: -+{W*np.sin(Z0):.5f} eV = -+{W*np.sin(Z0)/HA:.6f} Ha")
print(f"m(pi)={mass(pi):.5f} eV, m(0)={mass(0.0):.5f} eV")
assert T == B and T + mass(pi) > 0

# 1. anomalous velocity: y(t) drifts as -F(t), ending at y1 (hbar=1, eV units)
x1, y1, z1, F0, TR = 0.4, 0.3, 2.0, 1e-3, 100.0
def vx_end(F):
    y = lambda t: y1 + F*((TR - t)/2 + TR/(2*pi)*np.sin(pi*t/TR))
    p0 = np.linalg.eigh(ham(x1, y(0.0), z1, W))[1][:, 0]
    p = solve_ivp(lambda t, p: -1j*ham(x1, y(t), z1, W) @ p, (0, TR), p0,
                  method="DOP853", rtol=1e-10, atol=1e-12).y[:, -1]
    return np.real(np.conj(p) @ dham(x1, y1, z1, W)[0] @ p)/np.real(np.vdot(p, p))
om_t = (vx_end(F0) - vx_end(-F0))/(2*F0)
om_k = bands(np.array(x1), np.array(y1), np.array(z1), W)[2][2][0]
assert abs(om_t/om_k - 1) < 3e-3       # ramp correction ~ (pi/TR/gap)^2
print(f"Omega_z/a^2 lower band at (0.4,0.3,2.0): evolution {om_t:.4f}, Kubo {om_k:.4f}")

chi = {-1: chirality(-Z0), 1: chirality(Z0)}
C0, Cmid = chern(pi), chern(0.0)
assert Cmid - C0 == chi[-1] and C0 - Cmid == chi[1]
lay = sea_flux(pi, W, 0.05)[0]/(2*pi)
assert abs(lay - C0) < 1e-6
print(f"chi(-z0)={chi[-1]:+d}, chi(+z0)={chi[1]:+d}; lower-band C(z=0)={Cmid}, C(z=pi)={C0}")
print(f"Kubo flux/2pi at z=pi (also the added Chern layer): {lay:.7f}")

kap = {}
for name, mu, expect, nz in (("A", 0.05, [-chi[-1], -chi[1]], 24), ("B", 0.6, [0], 32)):
    tp = tips(W, mu)
    assert len(tp) == 2*len(expect)
    edges = [-pi] + tp + [pi]
    seg = [gl(nz if i % 2 else 3, edges[i], edges[i+1]) for i in range(len(edges) - 1)]
    zs, ws = np.concatenate([s[0] for s in seg]), np.concatenate([s[1] for s in seg])
    Phi = np.array([sea_flux(z, W, mu)[0] for z in zs])
    phi = np.array([loop_phase(z, W, mu) for z in zs])
    dev = abs(wrap(Phi - phi)).max()
    assert dev < 1e-6                                   # statement (a)
    rec = 2*pi*C0 + np.unwrap(phi)
    assert abs(rec - Phi).max() < 1e-6                  # statement (b)
    k_sea, k_loop, k_raw = ws @ Phi/(2*pi), ws @ rec/(2*pi), ws @ np.unwrap(phi)/(2*pi)
    sh = [surf(tp[2*i], tp[2*i+1], W, mu) for i in range(len(expect))]
    k_surf = 2*pi*C0 + sum(s[1] for s in sh)
    assert abs(k_sea - k_loop) < 1e-6 and abs(k_sea - k_surf) < 1e-6   # statement (c)
    assert all(abs(s[0] - x) < 1e-6 for s, x in zip(sh, expect))
    kap[name] = k_sea
    print(f"--- case {name}: mu={mu} eV={mu/HA:.6f} Ha; max|Phi-phi mod 2pi| < 1e-6")
    for i, s in enumerate(sh):
        print(f"pocket z in [{tp[2*i]:.5f},{tp[2*i+1]:.5f}]: C={s[0]:+.6f}, moment={s[1]:+.6f}")
    for z in (-1.5, -1.0, 0.0, 1.15, 1.35, 2.5):
        P, p = sea_flux(z, W, mu)[0], loop_phase(z, W, mu)
        print(f"z={z:+.2f}: Phi={P:+.6f} rad, phi={p:+.6f} rad, N={round((P - p)/(2*pi)):+d}")
    print(f"K_z c: sea {k_sea:.6f}, loops {k_loop:.6f}, surface {k_surf:.6f}")
    print(f"K_z c from Fermi surface alone (integer dropped): {k_raw:.6f}")
    K = k_sea/c_au
    print(f"K_z={K:.6f} 1/bohr={k_sea/C_ANG:.6f} 1/A")
    sig = -K/(4*pi**2)
    print(f"sigma_xy={sig:.4e} au={sig*SIG_AU:.2f} S/cm={-k_sea/(2*pi):.6f} e^2/(hc)")

# local law dPhi/dz = -strip flux, and a window cut through the electron pocket
mu, zc, h = 0.05, -1.1, 1e-3
fd = wrap(loop_phase(zc + h, W, mu) - loop_phase(zc - h, W, mu))/(2*h)
st = strip(zc, W, mu)
assert abs(fd/(-st) - 1) < 1e-4
print(f"--- A, z_c={zc}: dphi/dz={fd:.4f} rad, -strip flux={-st:.4f} rad")
tp = tips(W, mu)
low, up, hole = surf(tp[0], zc, W, mu), surf(zc, tp[1], W, mu), surf(tp[2], tp[3], W, mu)
mom, edge = up[1] + hole[1] + low[1] + 2*pi*low[0], loop_phase(zc, W, mu)
n_cut = (kap["A"] - mom - edge)/(2*pi)
assert abs(n_cut - round(n_cut)) < 1e-6
assert abs(mom + sea_flux(zc, W, mu)[0] - kap["A"]) < 1e-6
print(f"cut window: moment={mom:.6f}, phi_edge={edge:.6f} rad, integer={round(n_cut):+d}")

# band-resolved jumps across the node at +z0, case B
mu, za, zb = 0.6, Z0 - 0.3, Z0 + 0.3
(Pa, Ua), (Pb, Ub) = sea_flux(za, W, mu, 44), sea_flux(zb, W, mu, 44)
Ca, Cb, side = chern(za), chern(zb), surf(za, zb, W, mu, 16)[0]
src = (Ub - Ua)/(2*pi) + side
assert abs(src + chi[1]) < 1e-6 and Cb - Ca == chi[1]
assert abs(Pa - Ua - 2*pi*Ca) < 1e-6 and abs(Pb - Ub - 2*pi*Cb) < 1e-6
print(f"--- B, z0-0.3: upper flux={Ua:+.6f} rad, C_low={Ca}, Phi={Pa:+.6f} rad")
print(f"    B, z0+0.3: upper flux={Ub:+.6f} rad, C_low={Cb}, Phi={Pb:+.6f} rad")
print(f"side flux/2pi={side:+.6f}, upper-band source/2pi={src:+.6f}")

# untilted Weyl limit: slice Chern numbers times lengths versus shrinking pockets
k_weyl = Cmid*2*Z0 + C0*(2*pi - 2*Z0)
devs = []
for mu in (0.04, 0.02):
    tp = tips(0.0, mu)
    assert len(tp) == 4
    ks = 2*pi*C0 + surf(tp[0], tp[1], 0.0, mu, 16)[1] + surf(tp[2], tp[3], 0.0, mu, 16)[1]
    devs.append(ks - k_weyl)
    print(f"w=0, mu={mu} eV: K_z c={ks:.6f}, deviation={devs[-1]:+.3e}")
assert abs(devs[0]/devs[1] - 4) < 0.1 and abs(devs[1]) < 5e-3
sw = -k_weyl/c_au/(4*pi**2)
print(f"Weyl limit K_z c={k_weyl:.6f}, deviation ratio={devs[0]/devs[1]:.3f}")
print(f"Weyl limit sigma_xy={sw:.4e} au={sw*SIG_AU:.2f} S/cm")
print("ALL CHECKS PASSED")
```

It fails:

```
Hartree = 27.21139 eV, bohr = 0.529177 A, e^2/(hbar bohr) = 45998.5 S/cm
t=b=1.0 eV=0.036749 Ha, tz=0.6 eV=0.022050 Ha, w=0.2 eV=0.007350 Ha
a=2.95 A=5.5747 bohr, c=4.68 A=8.8439 bohr
G=0.710453 1/bohr=1.342561 1/A, e^2/(hc)=827.79 S/cm
z0=1.256637, k0=0.142091 1/bohr=0.268512 1/A
node energies at -+z0: -+0.19021 eV = -+0.006990 Ha
m(pi)=-0.78541 eV, m(0)=0.41459 eV
Omega_z/a^2 lower band at (0.4,0.3,2.0): evolution -1.2828, Kubo -1.2820
Traceback (most recent call last):
  File "check.py", line 145, in <module>
    assert abs(lay - C0) < 1e-6
           ^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The fault is in the angular quadrature of the Fermi-sea integral, not in the physics. On the zone edge x=π, |d|² vanishes at y≈±0.8i when z=π, which puts a singularity at θ≈±0.26i over the middle of each 90° sector, so 16 Gauss nodes converge only to an estimated 1e-5. The cure integrates one octant 0≤θ≤π/4 with 24 nodes, where that singularity sits off the panel end; the eightfold symmetry of Ω_z is now asserted, a symmetry-free periodic-grid Kubo sum cross-checks the result, and no tolerance is changed.

Diff:

```diff
@@ -58,15 +58,16 @@
     return lo
 
-sect = [gl(16, -pi/4 + j*pi/2, pi/4 + j*pi/2) for j in range(4)]
-TH, WTH = np.concatenate([s[0] for s in sect]), np.concatenate([s[1] for s in sect])
-RMAX = pi/np.maximum(abs(np.cos(TH)), abs(np.sin(TH)))
+# One octant, times 8 (symmetry asserted below).  The complex zero of |d|^2 on the zone edge
+# near theta = 0.26i then lies off the panel end, where Gauss nodes are dense.
+TH, WTH = gl(24, 0.0, pi/4)
+RMAX = pi/np.cos(TH)
 
 def sea_flux(z, w, mu, n_in=4):
     """Kubo flux of occupied states over the whole slice: (total, upper band only)."""
     rf, tot = r_fermi(TH, z, w, mu), np.zeros(2)
-    for n, lo, hi in ((n_in, 0*rf, rf), (44, rf, RMAX)):
+    for n, lo, hi in ((n_in, 0*rf, rf), (56, rf, RMAX)):
         r, wr = gl(n, lo[:, None], hi[:, None])
         en, _, om = bands(r*np.cos(TH)[:, None], r*np.sin(TH)[:, None], z, w)
-        tot += np.sum((WTH[:, None]*wr*r)[..., None]*(en < mu)*om[2], axis=(0, 1))
+        tot += 8*np.sum((WTH[:, None]*wr*r)[..., None]*(en < mu)*om[2], axis=(0, 1))
     return tot.sum(), tot[1]
 
@@ -125,4 +126,12 @@
 print(f"m(pi)={mass(pi):.5f} eV, m(0)={mass(0.0):.5f} eV")
 assert T == B and T + mass(pi) > 0
+
+# eightfold symmetry of energies and Omega_z within a slice
+xs, ys, zr = rng.uniform(-pi, pi, (3, 200))
+ref = bands(xs, ys, zr, W)
+for xx, yy in ((-xs, ys), (xs, -ys), (ys, xs)):
+    img = bands(xx, yy, zr, W)
+    assert np.allclose(img[0], ref[0], atol=1e-12)
+    assert np.allclose(img[2][2], ref[2][2], rtol=1e-9, atol=1e-12)
 
 # 1. anomalous velocity: y(t) drifts as -F(t), ending at y1 (hbar=1, eV units)
@@ -143,7 +152,9 @@
 assert Cmid - C0 == chi[-1] and C0 - Cmid == chi[1]
 lay = sea_flux(pi, W, 0.05)[0]/(2*pi)
-assert abs(lay - C0) < 1e-6
+kg = 2*pi*(np.arange(80) + 0.5)/80     # periodic grid, no symmetry used
+lay_grid = bands(kg[:, None], kg[None, :], pi, W)[2][2][..., 0].sum()*2*pi/80**2
+assert abs(lay - C0) < 1e-6 and abs(lay_grid - C0) < 1e-6
 print(f"chi(-z0)={chi[-1]:+d}, chi(+z0)={chi[1]:+d}; lower-band C(z=0)={Cmid}, C(z=pi)={C0}")
-print(f"Kubo flux/2pi at z=pi (also the added Chern layer): {lay:.7f}")
+print(f"Kubo flux/2pi at z=pi (added Chern layer): polar {lay:.7f}, grid {lay_grid:.7f}")
 
 kap = {}
```

The mended program passes:

```
Hartree = 27.21139 eV, bohr = 0.529177 A, e^2/(hbar bohr) = 45998.5 S/cm
t=b=1.0 eV=0.036749 Ha, tz=0.6 eV=0.022050 Ha, w=0.2 eV=0.007350 Ha
a=2.95 A=5.5747 bohr, c=4.68 A=8.8439 bohr
G=0.710453 1/bohr=1.342561 1/A, e^2/(hc)=827.79 S/cm
z0=1.256637, k0=0.142091 1/bohr=0.268512 1/A
node energies at -+z0: -+0.19021 eV = -+0.006990 Ha
m(pi)=-0.78541 eV, m(0)=0.41459 eV
Omega_z/a^2 lower band at (0.4,0.3,2.0): evolution -1.2828, Kubo -1.2820
chi(-z0)=+1, chi(+z0)=-1; lower-band C(z=0)=0, C(z=pi)=-1
Kubo flux/2pi at z=pi (added Chern layer): polar -1.0000000, grid -1.0000000
--- case A: mu=0.05 eV=0.001837 Ha; max|Phi-phi mod 2pi| < 1e-6
pocket z in [-1.67677,-0.86765]: C=-1.000000, moment=+1.295232
pocket z in [1.03327,1.51115]: C=+1.000000, moment=+1.273373
z=-1.50: Phi=-4.635728 rad, phi=+1.647458 rad, N=-1
z=-1.00: Phi=-0.965279 rad, phi=-0.965279 rad, N=+0
z=+0.00: Phi=-0.000000 rad, phi=+0.000000 rad, N=+0
z=+1.15: Phi=-1.570550 rad, phi=-1.570550 rad, N=+0
z=+1.35: Phi=-4.103153 rad, phi=+2.180032 rad, N=-1
z=+2.50: Phi=-6.283185 rad, phi=+0.000000 rad, N=-1
K_z c: sea -3.714579, loops -3.714579, surface -3.714579
K_z c from Fermi surface alone (integer dropped): 2.568606
K_z=-0.420015 1/bohr=-0.793714 1/A
sigma_xy=1.0639e-02 au=489.38 S/cm=0.591194 e^2/(hc)
--- case B: mu=0.6 eV=0.022050 Ha; max|Phi-phi mod 2pi| < 1e-6
pocket z in [-2.60742,1.96392]: C=+0.000000, moment=+2.876318
z=-1.50: Phi=-2.346838 rad, phi=-2.346838 rad, N=+0
z=-1.00: Phi=-1.574234 rad, phi=-1.574234 rad, N=+0
z=+0.00: Phi=-0.624652 rad, phi=-0.624652 rad, N=+0
z=+1.15: Phi=-2.091839 rad, phi=-2.091839 rad, N=+0
z=+1.35: Phi=-2.907489 rad, phi=-2.907489 rad, N=+0
z=+2.50: Phi=-6.283185 rad, phi=+0.000000 rad, N=-1
K_z c: sea -3.406867, loops -3.406867, surface -3.406867
K_z c from Fermi surface alone (integer dropped): 2.876318
K_z=-0.385221 1/bohr=-0.727963 1/A
sigma_xy=9.7578e-03 au=448.84 S/cm=0.542220 e^2/(hc)
--- A, z_c=-1.1: dphi/dz=6.9629 rad, -strip flux=6.9629 rad
cut window: moment=-2.048596, phi_edge=-1.665983 rad, integer=+0
--- B, z0-0.3: upper flux=-1.480185 rad, C_low=0, Phi=-1.480185 rad
    B, z0+0.3: upper flux=+2.359287 rad, C_low=-1, Phi=-3.923898 rad
side flux/2pi=+0.388929, upper-band source/2pi=+1.000000
w=0, mu=0.04 eV: K_z c=-3.768574, deviation=+1.337e-03
w=0, mu=0.02 eV: K_z c=-3.769577, deviation=+3.343e-04
Weyl limit K_z c=-3.769911, deviation ratio=4.000
Weyl limit sigma_xy=1.0798e-02 au=496.67 S/cm
ALL CHECKS PASSED
```
